# Kroemer's Capacitance-Voltage Formula for the Conduction Offset of an Isotype Heterojunction

## 1. A cold junction

Two n-type semiconductors meet at depth $x_i$ below a metal gate. Both have donor density $N$ and permittivity $\varepsilon$. The conduction edge of the lower layer, layer 2, lies $\Delta E_c$ above that of layer 1. Let the electrons first be so cold and heavy that their kinetic energy can be ignored: wherever electrons are present, the conduction edge then sits at the Fermi level $E_F$.

Electrons leave a slab of thickness $d$ at the top of layer 2 and collect as a sheet of $Nd$ electrons per area at the interface. The bare donors in the slab bend the band by $q^2Nd^2/(2\varepsilon)$, with $q>0$ the elementary charge. The edge is at $E_F$ in the sheet, on the layer 1 side, and again in the bulk of layer 2. The bending must therefore make up the whole step:

$$\Delta E_c=\frac{q^2Nd^2}{2\varepsilon}.$$

Now deplete the structure from the gate, reading the depth of the removed charge from the capacitance. The depth advances to $x_i$, showing density $N$. It waits there while the sheet empties, because a sheet still holding electrons pins the potential at the interface and leaves the field beyond it unchanged. It then jumps to $x_i+d$ and advances again with density $N$. The apparent density $n^*$ is thus $N$, plus a spike of area $Nd$ at $x_i$, with a gap of width $d$ behind it. Its deficit has the first moment

$$\int(N-n^*)(x-x_i)\,dx=\int_0^d Nu\,du=\frac{Nd^2}{2}.$$

The spike contributes nothing, since its lever arm is zero. Multiplied by $q^2/\varepsilon$, the moment is the offset. At finite temperature the spike and gap are smeared, and $n^*$ is no longer the true density. What survives is the subject of these notes.

## 2. Model and conventions

The gate is at $x=0$. Layer 1, with donor density $N_1$, fills $0<x<x_i$; layer 2, with $N_2$, lies beyond. A fixed sheet charge $\sigma$ may sit at $x_i$. For now $\varepsilon$ is the same in both layers. The electrostatic potential is $\psi$, and an electron has electrostatic energy $-q\psi$.

The reverse bias is $V$, and $Q$ is the net semiconductor charge per area, positive under depletion. The capacitance per area is $C=dQ/dV$. The assumptions are:

- The electrons are in equilibrium with the bulk of layer 2 at every bias and follow the test signal, so $E_F$ is flat in the semiconductor.
- Donor and interface charges do not change with bias.
- Holes and leakage are absent, and the gate barrier is fixed.

Let $\mu=E_F-E_c$ be the Fermi level measured from the local conduction edge. The electron density is a function $n(\mu)$ in each layer. Define the electron pressure by

$$p(\mu)=\int_{-\infty}^{\mu}n(\mu')\,d\mu',\qquad \frac{dp}{d\mu}=n .$$

No particular statistics is chosen yet. Subscripts 1 and 2 on $\mu$ and $p$ denote values in the neutral bulk layers, where $n=N_1$ or $N_2$.

## 3. Two identities of the measured curve

The apparent depth and density are defined from the data by

$$X=\frac{\varepsilon}{C},\qquad n^*=\frac{2}{q\varepsilon}\left[\frac{d(C^{-2})}{dV}\right]^{-1}.$$

Since $C=dQ/dV$, we have $dV=X\,dQ/\varepsilon$. Also $C^{-2}=X^2/\varepsilon^2$, so

$$\frac{d(C^{-2})}{dV}=\frac{2X}{\varepsilon^2}\frac{dX}{dV}
=\frac{2X}{\varepsilon^2}\frac{dX}{dQ}\frac{\varepsilon}{X}
=\frac{2}{\varepsilon}\frac{dX}{dQ}.$$

Hence $n^*=(1/q)\,dQ/dX$. If $X$ grows steadily between biases $V_a$ and $V_b$, then

$$\int_{X_a}^{X_b}n^*dX=\frac{Q_b-Q_a}{q},\qquad
\int_{X_a}^{X_b}Xn^*dX=\frac{\varepsilon}{q}(V_b-V_a).\tag{1}$$

The second follows from $qXn^*dX=X\,dQ=\varepsilon\,dV$. These relations do not require $n^*$ to be the local electron density. They say that its area counts charge and its first moment counts voltage.

## 4. A uniform depleted layer

We need the potential drop across a depletion region including its thermal tail. Consider a uniform layer of donor density $N$, emptied at a plane $a$ and neutral far to the right. Poisson's equation is $\psi''=-(q/\varepsilon)(N-n)$. Inside one layer $\mu$ differs from $q\psi$ by a constant, so $n\psi'=(1/q)\,dp/dx$. Multiplying Poisson's equation by $\psi'$ gives

$$\frac{d}{dx}\frac{\psi'^2}{2}=-\frac q\varepsilon\left(N\psi'-\frac1q\frac{dp}{dx}\right).$$

Integrate from $a$ to the bulk. The field vanishes in the bulk, and $p$ is negligible at $a$. With $U=\psi(\text{bulk})-\psi(a)$,

$$-\frac{\psi'(a)^2}{2}=-\frac q\varepsilon\left(NU-\frac pq\right).$$

By Gauss's law the charge to the right of $a$ is $Q_a=\varepsilon\psi'(a)$. Therefore

$$U=\frac{Q_a^2}{2q\varepsilon N}+\frac{p}{qN}.\tag{2}$$

Here $p$ is the bulk pressure. The second term is the effect of the soft edge, and it does not depend on bias.

## 5. The two end points

**Start, bias $V_1$.** The gate depletion ends inside layer 1, and neutral material separates it from the undisturbed junction. Equation (2) applies with $a=0$. The potential difference $\Delta\psi=\psi_2-\psi_1$ between the two bulks does not change with bias here, so

$$\frac{dV}{dQ}=\frac{dU}{dQ}=\frac{Q}{q\varepsilon N_1},\qquad X_1=\frac{Q_1}{qN_1}.$$

The total drop from the gate to the bulk of layer 2 is

$$D_1=\frac{qN_1X_1^2}{2\varepsilon}+\frac{p_1}{qN_1}+\Delta\psi.\tag{3}$$

**End, bias $V_2$.** Layer 1 and the junction are empty, and the edge lies in uniform layer 2. Let $Q_i$ be the charge beyond the interface. Then $Q=qN_1x_i+\sigma+Q_i$. In layer 1 the potential gradient is $\psi'=(Q-qN_1x)/\varepsilon$. Integrating it over the layer and adding (2) for layer 2,

$$D=\frac{Qx_i}{\varepsilon}-\frac{qN_1x_i^2}{2\varepsilon}+\frac{Q_i^2}{2q\varepsilon N_2}+\frac{p_2}{qN_2}.$$

Since $dQ_i=dQ$, the measured depth is

$$X_2=\varepsilon\frac{dD}{dQ}=x_i+\frac{Q_i}{qN_2},\qquad Q_i=qN_2(X_2-x_i).$$

Insert this into $Q$ and $D$. The layer 2 terms combine through

$$x_i(X_2-x_i)+\tfrac12(X_2-x_i)^2=\tfrac12(X_2^2-x_i^2),$$

so that

$$D_2=\frac1\varepsilon\left[\frac{qN_1x_i^2}{2}+\frac{qN_2(X_2^2-x_i^2)}{2}+\sigma x_i\right]+\frac{p_2}{qN_2}.\tag{4}$$

## 6. Subtraction

The bias shifts the gate potential while the barrier and the bulk of layer 2 stay fixed. Hence $V_2-V_1=D_2-D_1$. Let $N(x)$ be the stepped doping profile; all integrals below run from $X_1$ to $X_2$. Equations (3) and (4) give

$$V_2-V_1=\frac q\varepsilon\int Nx\,dx+\frac{\sigma x_i}{\varepsilon}+\frac{p_2}{qN_2}-\frac{p_1}{qN_1}-\Delta\psi.$$

By (1) the left side is $(q/\varepsilon)\int xn^*dx$. The charge identity, with $Q_2-Q_1=q\int N\,dx+\sigma$, gives

$$\sigma=-q\int(N-n^*)\,dx.\tag{5}$$

Use (5) to replace $\sigma x_i/\varepsilon$ by $-(q/\varepsilon)\,x_i\int(N-n^*)\,dx$, and solve for $\Delta\psi$:

$$q\Delta\psi=\frac{q^2}{\varepsilon}\int(N-n^*)(x-x_i)\,dx+\frac{p_2}{N_2}-\frac{p_1}{N_1}.\tag{6}$$

It remains to go from the potential to the band edge. Between the bulks the conduction edge changes by $-q\Delta\psi+\Delta E_c$. Since $E_F$ is flat, the same change is $\mu_1-\mu_2$. Therefore $\Delta E_c=q\Delta\psi+\mu_1-\mu_2$, or

$$\Delta E_c=\frac{q^2}{\varepsilon}\int_{X_1}^{X_2}(N-n^*)(x-x_i)\,dx+f_1-f_2,\qquad f=\mu-\frac pN.\tag{7}$$

The quantity $f$ is the Helmholtz free energy per electron in the bulk, measured from the conduction edge.

For nondegenerate electrons $n=N_ce^{\mu/kT}$, where $N_c$ is the effective density of band states. Then $p=kTn$ and $f=kT\ln(N/N_c)-kT$. The constant cancels, leaving Kroemer's formula:

$$\Delta E_c=\frac{q^2}{\varepsilon}\int(N-n^*)(x-x_i)\,dx+kT\ln\frac{N_1N_{c2}}{N_2N_{c1}}.\tag{8}$$

The thermal term vanishes when $N_1/N_{c1}=N_2/N_{c2}$. In the opposite limit, a cold degenerate gas in a parabolic band, $n\propto\mu^{3/2}$ gives $p=\tfrac25\mu n$ and $f=\tfrac35\mu$. The thermal logarithm is then replaced by $\tfrac35(\mu_1-\mu_2)$.

## 7. What the apparent profile keeps

Integrate Poisson's equation by parts for the junction at rest, between neutral planes on either side:

$$\Delta\psi=-\int(x-x_i)\psi''dx=\frac q\varepsilon\int(N-n)(x-x_i)\,dx.$$

The boundary terms vanish with the field, and $\sigma$ has no lever arm. Comparison with (6) shows that $n^*$ and the true $n$ have the same dipole moment when $p_1/N_1=p_2/N_2$, as for Boltzmann electrons. Their shapes may differ.

The derivation also does not ask how electrons are arranged in the notch at the interface. At $V_1$ the notch enters through $\Delta\psi$ alone; at $V_2$ it is empty. Gradual change of the band edge, or quantum repulsion that moves electrons away from the interface, changes the curve between the end points but not the result, provided the bulks and fixed charges are unchanged.

## 8. A worked example

Take round parameters in the rough regime of III–V arsenide layers: $\Delta E_c=0.240$ eV, $N_1=3.0\times10^{16}$ and $N_2=2.0\times10^{16}$ cm$^{-3}$, $x_i=450$ nm, relative permittivity 12.5, electron masses 0.067 and 0.090 $m_e$, gate barrier 0.90 eV and temperature 300 K. The nonlinear Poisson equation was solved at each bias, and $C$ found from its linear response. The formula was then applied to the simulated curve; the values are in the numerical output.

At zero bias the capacitance gives $X_1=192.5$ nm; at 8 V it gives $X_2=722.5$ nm. In units of elementary charges, $\varepsilon/q=0.6908$ V$^{-1}$ nm$^{-1}$. The doping integral is

$$\int Nx\,dx=\frac{3\times10^{-5}}2(450^2-192.5^2)+\frac{2\times10^{-5}}2(722.5^2-450^2)$$

in nm$^{-1}$, which is $2.482+3.195=5.677$. Divided by 0.6908 it becomes 8.218 V. With $\sigma=0$ and equal $p/N$, subtracting the applied 8 V leaves $\Delta\psi=0.218$ V. Integration of the full apparent profile gives 218.06 meV for the moment term, and the true density at rest gives 218.07 meV.

The effective densities of states are $4.352\times10^{17}$ and $6.775\times10^{17}$ cm$^{-3}$, so the thermal term is

$$25.85\ \text{meV}\times\ln\left(\frac{3.0}{2.0}\,\frac{6.775}{4.352}\right)=21.9\ \text{meV}.$$

The sum is 240.0 meV, or 0.00882 hartree, which returns the offset put in. Leaving out the thermal term would lose 9% of it.

The profiles themselves are far from equal. In this classical model the true density peaks at the interface, at $1.98\times10^{17}$ cm$^{-3}$; the numerical output lists $1.87\times10^{17}$ cm$^{-3}$, the value in the nearest mesh cell, centred 0.5 nm away. The apparent density peaks at only $5.8\times10^{16}$ cm$^{-3}$, lower by a factor of about 3.4. The true peak is a Boltzmann value at $n/N_{c1}\approx0.45$; Fermi-Dirac statistics lower it to $1.84\times10^{17}$ cm$^{-3}$. Quantum repulsion, left out here, lowers the Boltzmann peak to about $1.3\times10^{17}$ cm$^{-3}$ and moves it about 5 nm into layer 1.

**Were the end points far enough apart?** At zero bias the depletion edge is $257.5$ nm from the interface, more than ten Debye lengths of 24.4 nm. At 8 V equation (2) gives a bending in layer 2 of

$$\frac{2\times10^{-5}\times272.5^2}{2\times0.6908}+0.026=1.10\ \text{V}.$$

The bulk edge of layer 2 is $kT\ln(N_{c2}/N_2)=0.09$ eV above $E_F$. Just inside layer 1 the edge is therefore $0.09+1.10-0.24=0.95$ eV above $E_F$, about $37\,kT$, and the notch is empty. Starting the integral only about 25 nm before the interface instead gives about 206 meV, 34 meV too low, because part of the accumulated charge has been left out.

**Changes in the notch.** Grading the band edge over 30 nm, with the doping step kept abrupt, gives 239.98 meV. Barring electrons from the last 5 nm of layer 1 gives the same value. The second case is a stand-in for quantum repulsion, not a quantum calculation.

**Temperature.** The ratio $N_{c2}/N_{c1}$ depends on the masses alone, so the thermal term is proportional to $T$. At 400 K it is 29.2 meV, and the recovered offset is 239.95 meV.

## 9. Errors in the inputs

**Interface depth.** Write the moment integral as

$$K(x_i)=\frac{N_2(X_2-x_i)^2-N_1(x_i-X_1)^2}{2}-\int n^*(x-x_i)\,dx.$$

Its derivative is $-\int(N-n^*)\,dx=\sigma/q$, and its second derivative is $N_2-N_1$. A depth error $\delta$ therefore changes the offset by

$$\frac{q^2}{\varepsilon}\left[\frac{\sigma\delta}{q}+\frac{(N_2-N_1)\delta^2}{2}\right].\tag{9}$$

Without sheet charge the first-order error vanishes. The second-order term arises because the assumed doping step moves with $x_i$; for $\delta=5$ nm it is $-0.18$ meV. A sheet of $5.0\times10^{10}$ positive charges per cm$^2$ adds 3.62 meV, for a total of 3.44 meV. With the correct depth, (5) recovers that sheet density and (8) again gives 239.99 meV.

**Doping.** A relative error $\eta$ in $N_2$ has a larger effect. It shifts the moment term by

$$\frac{q^2}{\varepsilon}\,\frac{\eta N_2(X_2-x_i)^2}{2}.$$

For $\eta=0.01$ and $X_2-x_i=272.5$ nm this is 10.7 meV. The logarithm in (8) also contains $N_2$ and changes by $-\eta kT=-0.26$ meV, so the offset moves by 10.5 meV. The moment error grows with the square of the distance integrated into layer 2. One should therefore stop soon after the notch is empty and $n^*$ has settled at $N_2$. The starting point matters in the same way. An error $\eta$ in $N_1$ shifts the moment term by $-(q^2/\varepsilon)\,\eta N_1(x_i-X_1)^2/2$, which is $-14.4$ meV for $\eta=0.01$ and $x_i-X_1=257.5$ nm, and the offset by $-14.1$ meV. A 1% error common to both dopings partly cancels and leaves $-3.6$ meV.

**Unequal permittivities.** Replace depth by $s=\int_0^x dx'/\varepsilon(x')$, with $s_i=s(x_i)$, and doping by $\nu=\varepsilon N$. Since $d\psi/ds=\varepsilon\psi'$, Poisson's equation becomes $d^2\psi/ds^2=-q\varepsilon(N-n)$, apart from the sheet charge. The measured coordinate is $S=1/C=dV/dQ$, and the apparent density is $\nu^*=(1/q)\,dQ/dS$. In (4), $x_i/\varepsilon$ becomes $s_i$; equation (2) already holds with each layer's own $\varepsilon$. The same subtraction gives

$$\Delta E_c=q^2\int(\nu-\nu^*)(s-s_i)\,ds+f_1-f_2.\tag{10}$$

For relative permittivities 12.9 and 12.1, reading the curve with the mean 12.5 and the true dopings gives 321 meV, an error of 81 meV. Equation (10) gives 239.98 meV from the same curve. The sensitivity is understandable from the arithmetic above: the moment term is a small difference between two voltages near 8 V. The large error comes from pairing the mean permittivity $\bar\varepsilon$ with dopings known from elsewhere. Read with $\bar\varepsilon$, the curve has $X=\bar\varepsilon S$ and $n^*=\nu^*/\bar\varepsilon$, so its flat parts show $\nu/\bar\varepsilon$. Using these as the dopings and $\bar\varepsilon s_i$ as the interface depth reproduces the moment in (10), and only the logarithm is off, by $kT\ln(12.9/12.1)=1.7$ meV. With the true depth of 450 nm in place of $\bar\varepsilon s_i$ the error also stays below 2 meV.

## 10. When the logarithm is not enough

Expand the Fermi-Dirac density and pressure in $z=e^{\mu/kT}$:

$$n=N_c\left(z-\frac{z^2}{2^{3/2}}+\cdots\right),\qquad
p=kTN_c\left(z-\frac{z^2}{2^{5/2}}+\cdots\right).$$

Their ratio, with $z\simeq n/N_c$ in the small term, is $p/n\simeq kT[1+n/(2^{5/2}N_c)]$. Inverting the first series gives $\mu\simeq kT[\ln(n/N_c)+n/(2^{3/2}N_c)]$. Subtraction yields

$$f\simeq kT\left[\ln\frac n{N_c}-1+\frac{n}{2^{5/2}N_c}\right].$$

In the main example the correction to $f_1-f_2$ is 0.18 meV. In a separate structure with $N_1=5.0\times10^{17}$ and $N_2=3.0\times10^{16}$ cm$^{-3}$ and the interface at 120 nm, the full formula (7) recovers 240.0 meV. Using $\mu_1-\mu_2$ in place of $f_1-f_2$ gives 244.9 meV. By (7) the excess is $p_1/N_1-p_2/N_2$: the two soft depletion edges no longer cancel. This structure is a numerical test only: emptying its layer 1 needs a gate field of at least $qN_1x_i/\varepsilon=0.87$ MV/cm, above a rough breakdown field of 0.4 MV/cm.

Equation (7) also covers electrons bound to shallow donors, if they follow the test signal. The density $n(\mu)$ must then include them, and $N$ is the total donor density. With hydrogen-like binding energies of 5.8 and 7.8 meV, ignoring binding in the thermal term causes an error of 1.9 meV; the full free energy removes it. This estimate treats donors as isolated and leaves out screening and overlap of their states. In layer 1 the donor Bohr radius is $a_B=9.9$ nm and $N_1^{1/3}a_B=0.31$, above the rough Mott value of 0.26, so isolated levels are not expected there. The 1.9 meV tests the formula and is not the size of the effect in such a layer.

## 11. The model beside a real junction

Dopings of a few $10^{16}$ cm$^{-3}$, layers of some hundred nanometres and offsets of a few tenths of an eV are reasonable rough values for arsenide heterojunctions. Doping that is perfectly uniform and known is not: an error of 1% in $N_2$ alone moves the main example by about 10 meV, and one in $N_1$ alone by about 14 meV. Deep donors in the wider-gap layer can also break the assumption of fixed charge, or fail to follow the test signal. Their effect depends on their density and response time and is not sized here. The largest field in the main example is 0.27 MV/cm, below a rough breakdown field of 0.4 MV/cm, though not by a wide margin. For a triangular gate barrier lowered by 56 meV through the image force, the tunnelling factor for electrons at the Fermi level is about $10^{-22}$. For a constant parabolic mass this overstates the factor, because the image force lowers most of the barrier by less than that. The parabolic mass itself fails this deep in the gap: a two-band dispersion with a gap of 1.42 eV raises the factor to about $10^{-19}$, so only its smallness should be trusted. That estimate excludes thermally assisted tunnelling near the top of the barrier, which is many orders of magnitude larger at 300 K, as well as thermal emission over the barrier and leakage through defects. In the main example, then, errors in the assumed dopings, including dopings not consistent with the permittivity used to read the curve, limit the reading far more than degeneracy or the form of the notch.

## Computed results

```
offset put in: 0.240 eV; gate barrier: 0.90 eV
interface depth: 450 nm; relative permittivity: 12.5
donors N1, N2: 3.0e+16, 2.0e+16 cm^-3
electron masses 1, 2: 0.067, 0.09 m_e
band densities Nc1, Nc2 (300 K): 4.352e+17, 6.775e+17 cm^-3
kT at 300 K: 25.85 meV
Debye lengths 1, 2: 24.4, 29.9 nm
reverse bias (V), C (nF/cm^2), depth (nm), apparent density (1e16 cm^-3):
  0.00  57.48  192.5  3.000
  2.00  30.88  358.5  3.126
  3.00  26.96  410.6  4.071
  3.50  25.83  428.5  5.204
  4.00  25.01  442.6  5.774
  5.00  22.12  500.4  0.883
  8.00  15.32  722.5  2.000
peak density, true at rest: 1.87e+17 cm^-3
peak density, apparent: 5.83e+16 cm^-3
moment term from C-V: 218.06 meV
dipole term from true density: 218.07 meV
thermal bulk-carrier term: 21.93 meV
offset recovered: 239.99 meV = 0.008819 hartree
sheet charge read, none present: -3.5e+06 cm^-2
integral started 25 nm before interface, offset: 206.1 meV
sheet charge put in, read: 5.00e+10, 5.000e+10 cm^-2
offset with sheet charge: 239.99 meV
5 nm interface error, no sheet charge: -0.18 meV
5 nm interface error, with sheet charge: 3.44 meV
  first-order estimate of the latter: 3.62 meV
offset, edge graded over 30 nm: 239.98 meV
offset, 5 nm barred to electrons: 239.98 meV
400 K: thermal term 29.23 meV, offset 239.95 meV
donor binding 1, 2: 5.83, 7.84 meV
offset with bound electrons, full free energy: 239.99 meV
  error if binding is ignored in the reading: 1.92 meV
unequal relative permittivities 1, 2: 12.9, 12.1
  offset read with the mean permittivity: 321.3 meV
  offset read in the elastance coordinate: 239.98 meV
degenerate test, N1, N2: 5.0e+17, 3.0e+16 cm^-3; interface 120 nm
  offset with free energies: 240.00 meV
  offset with Fermi levels only: 244.94 meV
Fermi-Dirac correction, main example: 0.18 meV
offset error from +1% in N2: 10.75 meV
largest field: 0.274 MV/cm; rough breakdown field: 0.4 MV/cm
image lowering of gate barrier: 56.2 meV
gate tunnelling exponent: 50.0; factor: 2.0e-22
```
